Why Inverse Kinetic Energy Preconditions Grid Eigensolvers, and How Multigrid Approximates It

An electron in a smooth potential well is put on a uniform grid, and its ground state is sought by repeatedly correcting a trial vector with its residual. Halving the grid spacing hardly changes the state, yet the number of corrections grows about fourfold. The extra work must come from something in the operator other than the state sought. Treating the kinetic energy, the potential, the level gap and the shift separately shows what it is, and why an approximate inverse of the kinetic energy removes it.

**1. Setting and measure of difficulty**

Rydberg units are used, with energies in Ry and lengths in bohr. On a grid of spacing h with zero boundary values,

H = T + V, T = −∇² (nearest-neighbour differences), v_min ≤ V ≤ v_max.

The bounds on V stay fixed as h → 0. The lowest levels are λ1 < λ2, the gap is g = λ2 − λ1, and u is the normalized ground state. The preconditioner is the inverse of

K = T + s, s > 0.

One step of the solver is

x ← x − τ K⁻¹(H − ρ)x, ρ = xᵀHx / xᵀx.

Put x = u + e with e small. Since (H − λ1)u = 0,

ρ − λ1 = eᵀ(H − λ1)e / xᵀx,

which is second order in e. To first order, therefore,

e ← e − τ K⁻¹(H − λ1)e.

Expand e in the solutions of

(H − λ1)w = μKw, 0 = μ1 < μ2 ≤ … ≤ μ_max.

The component with μ1 = 0 lies along u and changes only the length of x. Every other component is multiplied by 1 − τμ_k. The largest factor is least when the two ends are equal and opposite, 1 − τμ2 = −(1 − τμ_max), so

τ = 2/(μ2 + μ_max), rate = (κ − 1)/(κ + 1), κ = μ_max/μ2.

This κ is the effective condition number. The ideal value is 1, reached if H − λ1 could be inverted on the space without u.

**2. The kinetic contribution: the source of h**

Without preconditioning, K is replaced by 1 and

κ0 = (λ_max − λ1)/g.

A plane wave of wave number k along one axis has kinetic energy (2 − 2cos kh)/h² = (4/h²)sin²(kh/2), at most 4/h². In d dimensions λ_max therefore approaches 4d/h², and κ0 ≈ 4d/(h²g). The numerator belongs to waves that alternate from point to point. They play almost no part in the ground state, but they limit the step τ.

For these waves H − λ1 is nearly T, and so is K. Dividing by K brings their μ close to 1. It remains to see what the potential and the gap do.

**3. The potential contribution: the upper edge**

Write H − λ1 = K + (V − λ1 − s). For any vector y,

yᵀ(H − λ1)y / yᵀKy = 1 + yᵀ(V − λ1 − s)y / yᵀKy.

If v_max − λ1 − s ≤ 0, the last term is not positive. Otherwise it is at most (v_max − λ1 − s)/s, because yᵀKy ≥ s yᵀy. Hence

μ_max ≤ max(1, (v_max − λ1)/s).

The grid spacing has dropped out.

**4. The gap contribution: the lower edge**

By the Courant–Fischer principle, μ2 is at least the smallest value of the same quotient on the vectors y orthogonal to u. On these, yᵀ(H − λ1)y ≥ g yᵀy. Also, since T = H − V,

yᵀKy ≤ yᵀ(H − λ1)y + (λ1 − v_min + s)yᵀy.

The last bracket is positive because T is positive. Replacing yᵀy by its upper bound yᵀ(H − λ1)y/g gives

yᵀKy ≤ [1 + (λ1 − v_min + s)/g] yᵀ(H − λ1)y = [(λ2 − v_min + s)/g] yᵀ(H − λ1)y.

Therefore μ2 ≥ g/(λ2 − v_min + s), and

κ ≤ [(λ2 − v_min + s)/g] max(1, (v_max − λ1)/s).

For s = v_max − λ1 this becomes

κ ≤ 1 + (v_max − v_min)/g.

This is the sense of "near-optimal": κ is within a fixed factor of the ideal value 1, and h enters only through the convergence of the levels.

The gap remains. On the span of the two lowest states the quotient is at most g/s, so μ2 ≤ g/s, and κ really does grow when the gap closes. The bound also says nothing useful if v_min falls without limit as h → 0, as for a bare Coulomb attraction sampled ever closer to the nucleus. That is a weakness of the bound; it does not show that κ itself grows.

**5. The shift: balancing the two edges**

Let V ≤ 0 vanish far away, and let λ1 < 0. In a large box with a fine grid, s = |λ1| is the best shift for κ itself, not just for its bound.

- For s ≥ |λ1| the upper edge is at most 1 and tends to 1 as h → 0, approached by waves of high kinetic energy. Raising s enlarges K and lowers μ2, so κ grows.
- For s < |λ1|, slow waves far from the well have T ≈ 0 and V ≈ 0, so their quotient approaches |λ1|/s from below as the box grows; this is the ceiling of section 3, and in a large box the upper edge tends to it. Since T + s ≥ (s/|λ1|)(T + |λ1|), μ2 grows by at most the factor |λ1|/s. In the limit of a large box the ratio κ cannot fall below its value at s = |λ1|. In a box only a few times wider than the well these slow outer waves have no room, and a smaller shift can give a smaller κ.

Take a one-dimensional well of depth 6 Ry,

V = −6 exp[−x²/(2·1.5²)],

in a box of 16 bohr. At h = 0.125 bohr, κ is 9.0, 3.26 and 22.1 for s/|λ1| = 0.1, 1 and 10. A test confirms that the middle value is within 5% of the smallest in a finer scan. Too small a shift overcorrects slow waves; too large a shift turns K into a constant and loses the preconditioning.

At s = |λ1| one has H − λ1 = K − |V|, so the numbers 1 − μ are the eigenvalues of K^(−1/2)|V|K^(−1/2). This operator is bounded above by |v_min|K⁻¹. If t_j are the kinetic levels, the j-th largest value of 1 − μ is at most |v_min|/(t_j + s). Only finitely many μ can then stay away from 1 as h → 0. At h = 0.0625 bohr 10 of 255 lie below 0.9, while the estimate allows 38.

**6. One multigrid cycle: two partial inverses**

Applying K⁻¹ to a residual r means solving Ky = r. A V-cycle does so approximately, starting from zero:

1. Smooth: x = M⁻¹r, with M⁻¹ = ωD⁻¹, D the diagonal of K and ω = 2/3.
2. Correct: restrict r − Kx with Pᵀ, apply the same cycle on the grid of double spacing, interpolate linearly with P, and add the result to x.
3. Smooth again: x ← x + M⁻¹(r − Kx).

The coarse operator is K_c = PᵀKP, and the coarsest equation is solved directly. The result is x = Br with B a fixed symmetric matrix. In one dimension the work over all levels is less than about twice that on the finest, since each level has half as many points.

Each smoothing multiplies the error by S = 1 − M⁻¹K. An exact coarse solution would remove the part Qw of an error w, where

Q = P K_c⁻¹PᵀK

is the projection onto interpolated functions, orthogonal in the energy product (a,b)_K = aᵀKb. If the coarse cycle leaves an error operator E_c, the whole error operator is

E = 1 − BK = S[(1 − Q) + P E_c K_c⁻¹PᵀK]S.

**The two contributions in one dimension.** Take s = 0 and an exact coarse solution. Let ς = sin²(θ/2) and c = cos²(θ/2) = 1 − ς. The waves θ and θ + π agree on the coarse points, so they couple. Their kinetic energies are 4ς/h² and 4c/h², and D = 2/h². Smoothing multiplies them by 1 − 2ως and 1 − 2ωc: it is weak on smooth waves and strong on rough ones.

An interpolated coarse wave is 1 times e^{iθj} at even points and cos θ times it at odd points. Since c + ς = 1 and c − ς = cos θ, its components are (c, ς). The energy-orthogonal direction is (1, −1), because cς − ςc = 0. Projecting onto it gives

1 − Q = [[ς, −c], [−ς, c]].

This has rank one, so E = S(1 − Q)S has one zero eigenvalue, and the other is its trace:

ς(1 − 4ς/3)² + c(1 − 4c/3)²
= 1 − (8/3)(ς² + c²) + (16/9)(ς³ + c³)
= 1 − (8/3)(1 − 2ςc) + (16/9)(1 − 3ςc) = 1/9.

The terms in ςc cancel, so every pair has the same factor. Zero boundaries are covered by extending vectors oddly to a periodic grid, which all the operations respect. A test on the matrices finds 0 and 1/9 and no other values.

**7. Why recursion does not spoil the cycle**

The coarse equation is itself solved by a cycle, and the shift is present. Two facts control the accumulated error.

**First fact: what the coarse grid misses, smoothing sees.** On each level the shift part of the operator has the form s(1 − 4mς), with m = 0 on the finest. An interpolated coarse wave has components (c, ς), so PᵀKP weights the symbols of the pair by c² and ς², times an overall factor 2 because there are two fine points per coarse point. This factor multiplies the whole coarse operator and its diagonal alike, cancels in S and Q, and is dropped. Passing to the next level gives

c²(1 − 4mς) + ς²(1 − 4mc) = 1 − (2 + 4m)ςc.

The coarse angle is 2θ, with sin²θ = 4ςc, so the new m is (1 + 2m)/8, which stays below 1/6. The kinetic part becomes 4ςc/h², again the standard form at spacing 2h. With h now the spacing of the level, the operator is 4βς + s, where β = 1/h² − ms. It is positive when sh² < 6, which is assumed on every smoothed level.

Divide by 4β and set r = s/(4β). The pair has energies a₁ = ς + r and a₂ = c + r, and the diagonal is ½ + r. The direction orthogonal to interpolated functions is q = (ςa₂, −ca₁). Then

qᵀKq − qᵀDq
= ς²a₂²(ς − ½) + c²a₁²(c − ½)
= (½ − ς)(ca₁ − ςa₂)(ca₁ + ςa₂)
= 2r(½ − ς)²(ca₁ + ςa₂) ≥ 0,

using c − ½ = ½ − ς and ca₁ − ςa₂ = r(c − ς) = 2r(½ − ς). Since M = D/ω, every v orthogonal to the coarse functions obeys vᵀMv ≤ C vᵀKv with C = 1/ω = 3/2. For v = (1 − Q)w, the Cauchy–Schwarz inequality gives

vᵀKv = vᵀKw ≤ (vᵀMv)^(1/2) (wᵀKM⁻¹Kw)^(1/2),

and hence

‖(1 − Q)w‖²_K ≤ C (w, M⁻¹Kw)_K = C (w, (1 − S)w)_K.

**Second fact: the bound reproduces itself.** Suppose E_c lies between 0 and δ in its energy product, as it does on the coarsest level, where it is zero. Put w = Sx. The coarse vector K_c⁻¹PᵀKw has the same energy as Qw, so

0 ≤ (x,Ex)_K ≤ ‖(1 − Q)w‖² + δ‖Qw‖² = (1 − δ)‖(1 − Q)w‖² + δ‖w‖².

Insert the first fact. On an eigenvector of S with eigenvalue σ the right side is at most

σ²[(1 − δ)C(1 − σ) + δ] times ‖x‖².

Choose δ = C/(C + 2). Then (1 − δ)C = 2δ, and the factor is δσ²(3 − 2σ). Because

1 − σ²(3 − 2σ) = (1 − σ)²(1 + 2σ),

it does not exceed δ for −½ ≤ σ ≤ 1. Here σ = 1 − ω(ς + r)/(½ + r) lies between −1/3 and 1. So in one dimension δ ≤ 3/7 ≈ 0.43, whatever the number of levels.

**Consequence for the eigensolver.** The result 0 ≤ E ≤ δ means (1 − δ)K⁻¹ ≤ B ≤ K⁻¹, or K ≤ B⁻¹ ≤ K/(1 − δ). Replacing K by B⁻¹ in the quotient of section 3, whose numerator is never negative, gives

(1 − δ)μ_k ≤ μ_k(B) ≤ μ_k, κ_B ≤ κ/(1 − δ).

An inexact inverse costs a bounded factor in κ; it does not shift the converged eigenvalue, because the correction still vanishes with the residual.

**8. Weighing the contributions**

At h = 0.0625 bohr the one-dimensional well has λ1 = −4.929 Ry and λ2 = −2.973 Ry, so g = 1.957 Ry. The shift is s = |λ1| on each grid, and the V-cycle descends to a coarsest grid of 7 points.

- **Kinetic energy alone:** (4/h² + 4.93)/1.957 = 1028.9/1.957 ≈ 526, which agrees with κ0. The last halving of h multiplied it by 3.94.
- **Exact inverse:** κ = 1/0.3069 = 3.26, against the bound 1 + 6/1.957 = 4.07. On the four grids h = 0.5, 0.25, 0.125 and 0.0625 bohr, κ goes from 3.36 to 3.26.
- **One V-cycle:** κ_B = 3.38, against the bound 3.26/(1 − 0.172) = 3.94.
- **Smoothing without a coarse grid:** two Jacobi sweeps give 199, and the last halving of h multiplied this by 3.84. On smooth errors the two sweeps act as multiplication by about 2ω/D, of order h², in place of K⁻¹. Then μ2 ≈ 2ωg/D, which leaves the h⁻² growth.

The coarse correction is thus what removes the dependence on h. The measured δ rises slowly from 0.111 to 0.172 over these grids, still well under the proved ceiling.

At h = 0.125 bohr the measured error factor per step is 0.531 with the exact inverse and 0.544 with one V-cycle, as predicted from κ. A tenfold reduction takes ln 10/0.633 ≈ 3.6 and ln 10/0.608 ≈ 3.8 steps. Without preconditioning, κ0 = 133 gives about 133(ln 10)/2 ≈ 153.

**9. Three dimensions**

The bound on κ holds in any dimension, but the ceiling 3/7 on δ was proved in one. For the spherical well of the same depth and width in a box of 8 bohr, δ is 0.363, 0.519 and 0.581 at h = 1, 0.5 and 0.25 bohr. One mode accounts for these values. Let v vary as sin(πj/2) along one axis, with the lowest sine wave along the other two. It is antisymmetric about every coarse plane across that axis, whereas the coarse basis functions are symmetric, so the coarse grid does not touch it. Two smoothings leave σ², where

σ = 1 − (2/3)(2/h² + 2t + s)/(6/h² + s),

and t ≈ (π/8)² ≈ 0.154 Ry is the lowest kinetic level along one axis. At h = 0.25 bohr, with s = 2.981 Ry, this is 1 − (2/3)(35.29/98.98) = 0.762, so σ² = 0.581, the measured δ. As h → 0 this mode tends to (7/9)² ≈ 0.60. That no other mode becomes slower on still finer grids is not proved here.

Steepest descent with the best step length, stopped at an energy error of 10⁻⁸ Ry relative to the lowest level of the same grid, gives:

h = 0.5 bohr: 131 steps plain, 13 with K⁻¹, 15 with one V-cycle
h = 0.25 bohr: 512 steps plain, 14 with K⁻¹, 14 with one V-cycle

The V-cycle count does not rise although δ does. This does not conflict with section 7, since κ/(1 − δ) is only an upper bound on κ_B. With s = |λ1|, κ_B is about 3.8 at h = 0.5 bohr and 3.3 at h = 0.25 bohr. The exact inverse of K still leaves κ ≈ 3, which comes from the potential and the gap. The rate is then about ½, the energy error falls about fourfold per step, and from a starting error of order 1 Ry the tolerance takes about ln 10⁸/ln 4 ≈ 13 steps.

Numbers as computed

```
well depth 6.0 Ry, width parameter 1.5 bohr
Jacobi damping 0.6667; 1D box 16 bohr
1D: k0 plain, kK exact inverse, kB V-cycle, kJ Jacobi only
h(bohr)    k0      kK     kB      kJ    delta  n(mu<0.9)
0.5000    10.79   3.358   3.518     6.06  0.1111   11
0.2500    35.24   3.281   3.413    15.07  0.1167   12
0.1250   133.32   3.263   3.388    51.79  0.1489   11
0.0625   525.67   3.259   3.381   198.91  0.1724   10
finest 1D grid:
lam1 = -4.92940 Ry, lam2 = -2.97271 Ry
gap = 1.95668 Ry, shift s = 4.92940 Ry
mu_2 = 0.30688, mu_max = 1.00000
bound 1 + depth/gap = 4.0664
bound on n(mu<0.9) = 38
k0 growth on last halving of h = 3.943
kJ growth on last halving of h = 3.840
1D grid with h = 0.125 bohr:
shift/|lam1| =   0.01: kappa = 35.825
shift/|lam1| =   0.10: kappa = 9.005
shift/|lam1| =   1.00: kappa = 3.263
shift/|lam1| =  10.00: kappa = 22.122
shift/|lam1| = 100.00: kappa = 88.016
smallest kappa in fine shift scan = 3.263
two-grid error factor, s = 0: 0.111111
largest approximation constant C = 1.500000
V-cycle bound C/(C+2) = 0.428571
rate, exact inverse: predicted 0.5308, measured 0.5308
rate, one V-cycle: predicted 0.5442, measured 0.5442
3D box 8 bohr; steps to energy error 1e-8 Ry
h(bohr) lam1(Ry) lam2(Ry)   k0   1/mu2  delta  plain exact V-cyc
1.000   -3.1553  -1.5533    8.51  3.305  0.363    37    13    17
0.500   -3.0095  -1.3504   29.79  3.093  0.519   131    13    15
0.250   -2.9807  -1.3023  115.22  3.024  0.581   512    14    14
```
